\section*{Broadening and stopping threshold for surface phonon Green's functions by decimation}

Ten steps of Sancho--Rubio decimation, applied to a chain of atoms at 5 THz, give the surface Green's function with a relative error of 10\%. Four more steps bring the error to $6\times10^{-21}$, if the arithmetic carries enough digits; in double precision, rounding sets the limit. The first eight steps had gained nothing: the error after eight was 1.5, larger than the quantity sought.

Two numerical settings govern this behaviour: a small broadening $\eta$ and a threshold at which the iteration stops. For a chain with one atom per cell both can be analysed in closed form, and the analysis says how to choose them.

\section{What is computed}

Atoms $n=0,1,2,\dots$ of mass $m$ are joined by springs $k$, and atom 0 is a free end. With $\kappa=k/m$, the force matrix divided by the mass has the elements
\begin{equation}
D_{00}=\kappa,\qquad D_{nn}=2\kappa\ (n\ge1),\qquad D_{n,n\pm1}=-\kappa .
\end{equation}
The end atom has half the diagonal element because it has one spring. The surface function is
\begin{equation}
G(z)=\left[(z-D)^{-1}\right]_{00},\qquad z=(\omega+i\eta)^2,\quad \omega,\eta>0 .
\end{equation}
For time dependence $e^{-i\omega t}$, replacing $\omega$ by $\omega+i\eta$ multiplies the response to a kick by $e^{-\eta t}$. So $\eta$ is an amplitude decay rate, and the energy lifetime is $1/(2\eta)$.

Some programs use $z=\omega^2+i\epsilon$ instead. Since $(\omega+i\eta)^2\simeq\omega^2+2i\omega\eta$ for $\eta\ll\omega$, the two are related by $\eta=\epsilon/(2\omega)$. A fixed $\epsilon$ therefore damps low frequencies more strongly.

The example has $m=28$ u, $k=100$ N/m, atomic spacing $d=0.136$ nm and $\eta/2\pi=0.01$ THz. Then $\kappa=2150.8$ ps$^{-2}$, $\sqrt\kappa=46.38$ rad/ps, $\omega=31.416$ rad/ps and $\eta=0.06283$ ps$^{-1}$.

\section{The closed form}

Let $u_n=[(z-D)^{-1}]_{n0}$. Away from the end, $(z-2\kappa)u_n+\kappa(u_{n-1}+u_{n+1})=0$. Inserting $u_n=G\lambda^n$ gives
\begin{equation}
z-2\kappa=-\kappa\left(\lambda+\frac1\lambda\right). \label{bulk}
\end{equation}
The two roots have product 1. Both could lie on the unit circle only if $\lambda+1/\lambda$ were real, hence $z$ real; with $\mathrm{Im}\,z=2\omega\eta>0$ one root has $|\lambda|<1$. That root is taken, since the damped response must vanish far from the end. The end equation is $(z-\kappa)u_0+\kappa u_1=1$, and by (\ref{bulk})
\begin{equation}
z-\kappa+\kappa\lambda=\kappa-\kappa\lambda-\frac{\kappa}{\lambda}+\kappa\lambda
=\kappa\left(1-\frac1\lambda\right). \label{end}
\end{equation}
Therefore
\begin{equation}
G=\frac{1}{\kappa(1-1/\lambda)}=-\frac{\lambda}{\kappa(1-\lambda)} . \label{Glam}
\end{equation}

To remove $\lambda$, put $s=\kappa G=-\lambda/(1-\lambda)$, so that $s-1=-1/(1-\lambda)$ and $s(s-1)=\lambda/(1-\lambda)^2$. Equation (\ref{bulk}) also reads $z/\kappa=-(1-\lambda)^2/\lambda$. Hence $s^2-s+\kappa/z=0$, and
\begin{equation}
G=\frac{1-\sqrt{1-4\kappa/z}}{2\kappa}. \label{closed}
\end{equation}
The minus sign follows from $G\to1/z$ at large $|z|$, where the root is $1-2\kappa/z$. The principal root is continuous except where $1-4\kappa/z$ is real and negative, which is the band $0<z<4\kappa$ itself, so the choice holds everywhere above the real axis.

For $\eta\to0$ inside the band, $\lambda=e^{i\theta}$ and (\ref{bulk}) gives $\omega^2=2\kappa(1-\cos\theta)$, that is, $\omega=2\sqrt\kappa\sin(\theta/2)$. A small $\eta$ changes $\theta$ by $i\eta\,d\theta/d\omega$, so $|\lambda|<1$ requires $d\theta/d\omega>0$ and hence $0<\theta<\pi$. With $1-e^{-i\theta}=2i\sin(\theta/2)\,e^{-i\theta/2}$,
\begin{equation}
G=\frac{e^{i\theta/2}}{2i\kappa\sin(\theta/2)}
=\frac{1}{2\kappa}\left[1-i\cot\frac\theta2\right]. \label{band}
\end{equation}

In terms of normal modes $j$ with end amplitudes $\phi_j$, $G=\sum_j|\phi_j|^2/(z-\omega_j^2)$. Its imaginary part for $\eta\to0$ is $-\pi\sum_j|\phi_j|^2\delta(\omega^2-\omega_j^2)$, and $\delta(\omega^2-\omega_j^2)=\delta(\omega-\omega_j)/(2\omega)$. The surface density of states is therefore
\begin{equation}
\rho=-\frac{2\omega}{\pi}\,\mathrm{Im}\,G=\frac{\sqrt{4\kappa-\omega^2}}{\pi\kappa},
\end{equation}
where $\cot(\theta/2)=\sqrt{4\kappa-\omega^2}/\omega$ was used. The root describes a quarter circle of radius $2\sqrt\kappa$ and area $\pi\kappa$, so $\rho$ has unit area. At 5 THz, $\rho=0.01292$ ps.

\section{The algorithm}

Group the atoms into layers that couple only to their neighbours. Let $\varepsilon_s$ and $\varepsilon$ be the diagonal blocks of the surface and bulk layers, and $\alpha$ and $\beta$ the couplings to the next and previous layer. Then
\begin{align}
(z-\varepsilon_s)G_0&=1+\alpha G_1,\\
(z-\varepsilon)G_n&=\beta G_{n-1}+\alpha G_{n+1}.
\end{align}
With $g=(z-\varepsilon)^{-1}$, each odd layer obeys $G_n=g(\beta G_{n-1}+\alpha G_{n+1})$. Substitution into the even equations gives
\begin{align}
(z-\varepsilon_s-\alpha g\beta)G_0&=1+\alpha g\alpha\,G_2,\\
(z-\varepsilon-\alpha g\beta-\beta g\alpha)G_2&=\beta g\beta\,G_0+\alpha g\alpha\,G_4 .
\end{align}
These have the original form with twice the spacing. One step is thus
\begin{equation}
\begin{aligned}
\varepsilon_s&\leftarrow\varepsilon_s+\alpha g\beta, &
\varepsilon&\leftarrow\varepsilon+\alpha g\beta+\beta g\alpha,\\
\alpha&\leftarrow\alpha g\alpha, & \beta&\leftarrow\beta g\beta,
\end{aligned}
\end{equation}
with old values on every right-hand side. After $n$ steps the remaining coupling is dropped and $G_n^{\rm dec}=(z-\varepsilon_s)^{-1}$ is returned.

\section{Why the digits double}

For one atom per layer $\alpha=\beta$. Write $a=z-\varepsilon$ and $r=a/\alpha$. A step gives $a'=a-2\alpha^2/a$ and $\alpha'=\alpha^2/a$, so
\begin{equation}
r'=\frac{a'}{\alpha'}=\frac{a^2}{\alpha^2}-2=r^2-2 .
\end{equation}
At the start $r_0=(z-2\kappa)/(-\kappa)=\lambda+1/\lambda$. Squaring $\lambda^N+\lambda^{-N}$ and subtracting 2 leaves $\lambda^{2N}+\lambda^{-2N}$, hence
\begin{equation}
r_n=\lambda^N+\lambda^{-N},\qquad N=2^n .
\end{equation}
The coupling follows from $\alpha_{n+1}=\alpha_n/r_n$. Because $\lambda^{-2N}-\lambda^{2N}=(\lambda^{-N}-\lambda^{N})\,r_n$, the product telescopes to
\begin{equation}
\alpha_n=-\kappa\,\frac{\lambda^{-1}-\lambda}{\lambda^{-N}-\lambda^{N}} . \label{alpha}
\end{equation}

After $n$ steps the neighbour of atom 0 is atom $N$. Dropping $\alpha_n$ amounts to setting $u_N=0$: the result belongs to a chain held fixed at atom $N$. Its solution is $u_j=A(\lambda^j-\lambda^{2N-j})$. In the end equation, the $\lambda^j$ part contributes $\kappa(1-1/\lambda)$ by (\ref{end}), and the $\lambda^{-j}$ part contributes the same with $\lambda\to1/\lambda$. Thus
\begin{equation}
A\kappa\left[1-\frac1\lambda-\lambda^{2N}(1-\lambda)\right]=1 .
\end{equation}
Since $1-1/\lambda=-(1-\lambda)/\lambda$, the bracket is $-(1-\lambda)(1+\lambda^{2N+1})/\lambda$. Comparison with (\ref{Glam}) gives $A=G/(1+\lambda^{2N+1})$. With $G_n^{\rm dec}=u_0=A(1-\lambda^{2N})$,
\begin{equation}
\frac{G_n^{\rm dec}}{G}-1=-\frac{\lambda^{2N}(1+\lambda)}{1+\lambda^{2N+1}} . \label{error}
\end{equation}
The factor $\lambda^{2N}$ is a wave that runs to the fixed atom and back. Once it is small, each step squares it, and the relative errors $e_n$ obey $e_{n+1}\simeq e_n^2/|1+\lambda|$.

The values below were computed with 140-digit arithmetic, so that rounding does not hide the law.
\begin{center}
\begin{tabular}{rrcc}
$n$ & $N$ & relative error & $|\alpha_n|/\kappa$\\
4 & 16 & 2.3 & 0.64\\
6 & 64 & 1.0 & 2.4\\
8 & 256 & 1.5 & 0.70\\
10 & 1024 & 0.10 & 0.29\\
12 & 4096 & $1.4\times10^{-5}$ & $3.5\times10^{-3}$\\
13 & 8192 & $1.1\times10^{-10}$ & $9.6\times10^{-6}$\\
14 & 16384 & $6.1\times10^{-21}$ & $7.2\times10^{-11}$
\end{tabular}
\end{center}
Here $|\lambda|=0.99856$. The early errors are irregular because $|\lambda^{2N}|$ is not yet small and the denominator of (\ref{error}) can be small; its zeros, apart from $\lambda=-1$, which the numerator cancels, are the resonances of the finite chain. The coupling can likewise exceed its initial value.

\section{Broadening and the number of steps}

To first order in $\eta$,
\begin{equation}
|\lambda|=e^{-\eta d/v_g},\qquad
v_g=d\,\frac{d\omega}{d\theta}=d\sqrt\kappa\cos\frac\theta2 .
\end{equation}
In the example $\cos(\theta/2)=0.9409$, $v_g=5.93$ km/s and $\eta d/v_g=1.440\times10^{-3}$. The round-trip factor falls to $1/e$ at $N=1/(2\times1.440\times10^{-3})\simeq347$, between steps 8 and 9. This is why the first eight steps gain nothing.

For small errors the denominator of (\ref{error}) is 1, and $|1+\lambda|\simeq2\cos(\theta/2)$. Setting $2\cos(\theta/2)\,e^{-2N\eta d/v_g}$ equal to a target relative error $\tau$ gives
\begin{equation}
N=\frac{v_g}{2\eta d}\ln\frac{2\cos(\theta/2)}{\tau},\qquad
n=\lceil\log_2N\rceil . \label{steps}
\end{equation}
For $\tau=10^{-12}$ the logarithm is 28.263, so $N=28.263/(2.8799\times10^{-3})\simeq9814$. Since $\log_2 9814=13.26$, 14 steps are needed. Adding atoms one at a time takes 9814 atoms to reach the same target.

Halving $\eta$ costs one more step. There is thus little speed to be gained from a large broadening, although a very small one can cost accuracy in finite precision, as shown below. At $\eta=0$ inside the band, however, the method fails: every quantity in the recursion is real, while $G$ is complex. The relative error cannot fall below
\begin{equation}
\frac{|\mathrm{Im}\,G|}{|G|}=\cos\frac\theta2=0.941 ,
\end{equation}
by (\ref{band}), however many steps are taken. A positive $\eta$ also keeps the pivot $a_n$ from vanishing, because $r_n=0$ needs $\lambda^{2N}=-1$ and therefore $|\lambda|=1$. The pivot can still be as small as order $\eta$, and rounding is then amplified. At $\omega^2=2\kappa$ (10.4 THz), $|r_0|\simeq2\omega\eta/\kappa$, and the information in $r_1=r_0^2-2$ sits in the small term $r_0^2$. The double-precision error there grows roughly as $\eta^{-2}$: about $10^{-12}$, $10^{-8}$ and $6\times10^{-4}$ for $\eta/2\pi=10^{-2}$, $10^{-4}$ and $10^{-6}$ THz, and of order 1 at $10^{-8}$ THz. The same happens at $\theta=\pi/4$. At 5 THz the error stays near $10^{-14}$ or below for all these values.

Above the band no broadening is needed. With $\omega=2\sqrt\kappa\cosh\mu$, equation (\ref{bulk}) gives $\lambda=-e^{-2\mu}$, and the error decays as $e^{-4N\mu}$ even at $\eta=0$. At 1.5 times the band top, $\lambda=-0.146$, and three steps leave an error of about $4\times10^{-14}$.

\section{The error that iteration cannot remove}

Decimation converges to $G$ at the chosen $\eta$, not at $\eta\to0$. Expanding,
\begin{equation}
G(\omega+i\eta)=G(\omega)+i\eta\,\frac{dG}{d\omega}+O(\eta^2).
\end{equation}
Inside the band $\mathrm{Re}\,G=1/(2\kappa)$ is constant, so $dG/d\omega$ is imaginary and the first-order change is real. From $\mathrm{Im}\,G=-\sqrt{4\kappa-\omega^2}/(2\kappa\omega)$,
\begin{equation}
\begin{aligned}
\frac{d\,\mathrm{Im}\,G}{d\omega}
&=\frac{1}{2\kappa}\left[\frac{1}{\sqrt{4\kappa-\omega^2}}+\frac{\sqrt{4\kappa-\omega^2}}{\omega^2}\right]\\
&=\frac{2}{\omega^2\sqrt{4\kappa-\omega^2}} .
\end{aligned}
\end{equation}
The shift of $G$ is $-\eta$ times this. Dividing its size by $|G|=1/[2\kappa\sin(\theta/2)]=1/(\sqrt\kappa\,\omega)$, and using $\sqrt{4\kappa-\omega^2}=2\sqrt\kappa\cos(\theta/2)$,
\begin{equation}
\frac{|\delta G|}{|G|}\simeq\frac{\eta}{\omega\cos(\theta/2)} . \label{bias}
\end{equation}
In the example this is $0.06283/(31.416\times0.9409)=0.21\%$. Relative to the real part alone the shift is $-0.63\%$. For this free end the density of states, evaluated as $-(2\omega/\pi)\,\mathrm{Im}\,G$, changes only at second order, here by $-4\times10^{-4}\,\%$. (The Lorentzian-broadened form $-(2/\pi)\,\mathrm{Im}[(\omega+i\eta)G]$ changes at first order, by $-0.07\%$, still far less than the real part.) A converged density of states is therefore no evidence that the real part is free of broadening error.

Since $G$ is singular at $\omega=0$ and at the band top $\omega=2\sqrt\kappa$, the expansion converges only for $\eta$ smaller than the distance to the nearer of these points. The first-order estimate (\ref{bias}) is meant for $\eta$ well below that distance.

\section{The stopping threshold}

For weak damping and large $N$, (\ref{alpha}) gives $|\alpha_n|/\kappa\simeq2\sin\theta\,|\lambda|^N$. Eliminating $|\lambda|^{2N}$ from the error $2\cos(\theta/2)|\lambda|^{2N}$, with $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ and $\sin^2(\theta/2)=\omega^2/(4\kappa)$,
\begin{equation}
e_n\simeq\frac{2\cos(\theta/2)}{4\sin^2\theta}\left|\frac{\alpha_n}{\kappa}\right|^2
=\frac{\kappa}{2\omega^2\cos(\theta/2)}\left|\frac{\alpha_n}{\kappa}\right|^2 . \label{stop}
\end{equation}
The error is of the order of the square of the coupling. At 5 THz the prefactor is 1.16, so $\tau=10^{-12}$ needs $|\alpha_n|/\kappa<9\times10^{-7}$. Step 13 misses this and step 14 meets it. At 0.5 THz the prefactor is 109, and the threshold must be about ten times smaller. The prefactor also grows towards the band top.

A small coupling cannot be an accident of phase in this chain. The denominator of (\ref{alpha}) is at most $2|\lambda|^{-N}$ in size, so $|\lambda|^N\le2|\alpha_n/\kappa|/|\lambda^{-1}-\lambda|$. Small here means small against $|\lambda^{-1}-\lambda|\simeq2\sin\theta$. At 0.05 THz with $\eta=\omega/500$, $|\alpha_n|/\kappa$ drops to $5\times10^{-3}$ while the relative error still exceeds 0.3.

\section{Choosing the settings}

For a single chain inside its band, away from both edges, the first three rules apply to a free end and the fourth adapts them to a tied one:
\begin{enumerate}
\item Choose $\eta$ from the permitted bias $p$ in $G$: $\eta\le p\,\omega\cos(\theta/2)$. If the program asks for $\epsilon$, enter $2\omega\eta$ and let it follow the frequency. The value $\epsilon=3.95$ ps$^{-2}$, equivalent to the example's $\eta$ at 5 THz, would give $\eta/\omega=0.2$ at 0.5 THz.
\item Set the coupling threshold from (\ref{stop}) at whichever end of the frequency range has the larger prefactor.
\item Allow at least the number of steps in (\ref{steps}). If the limit is reached first, raise the limit before raising $\eta$. Do not take $\eta$ much smaller than rule 1 requires: near frequencies where a pivot is small, rounding in double precision can then exceed both $\tau$ and the bias.
\item Match the end to its use. If the end atom is also tied by a spring $k$ to a device, its diagonal element is $2\kappa$. The end equation then gives $z-2\kappa+\kappa\lambda=-\kappa/\lambda$ and $G=-\lambda/\kappa$. In the decimation itself only the initial $\varepsilon_s$ changes. The relative bias (\ref{bias}), the prefactor in (\ref{stop}) and the argument of the logarithm in (\ref{steps}) are each multiplied by $\omega/\sqrt\kappa$, so the limit on $\eta$ in rule 1 is divided by it. The density of states of the tied end also changes at first order in $\eta$, by about $-0.14\%$ in the example.
\end{enumerate}
The last choice matters most at low frequency. For $\eta\to0$ the tied end has $\rho=2\omega\sin\theta/(\pi\kappa)$, which vanishes as $\omega^2$, whereas the free end tends to $2/(\pi\sqrt\kappa)$.

With several atoms per layer the algorithm is unchanged, but (\ref{steps}) and (\ref{stop}) are then estimates. It is reasonable, though not derived here, to use the fastest branch in (\ref{steps}), since its waves decay least per layer.

\section{How far the chain represents silicon}

The parameters are round values in the regime of longitudinal motion of silicon (100) planes, with all atoms of a plane moving together. The band top is 14.8 THz, but the sound speed $d\sqrt\kappa=6.3$ km/s is below the rough real value of 8.4 km/s. Second-neighbour springs $k_2$ change the squared speed to $(k+4k_2)d^2/m$; matching 8.4 km/s needs $k_2=19$ N/m. Block decimation with two atoms per layer, at the same $k$, $\eta$ and frequency, then lowers the surface density at 5 THz by 13\%. Softening the first spring by an assumed 20\%, without $k_2$, raises it by 20\%. An assumed room-temperature lifetime of 10 ps means $\eta=0.05$ ps$^{-1}$, close to the value used, and a mean free path of 59 nm. The largest omission at low frequency is motion with a wavevector along the surface. An isotropic Debye solid with speed $v=d\sqrt\kappa$ and volume $8d^3$ per atom has bulk density $8d^3\omega^2/(2\pi^2v^3)$ per polarization, against $d/(\pi v_g)$ for the chain. The ratio is 0.55 at 5 THz and 0.006 at 0.5 THz. These figures depend on the speed assumed: with 8.4 km/s and the chain including $k_2$ they are 0.30 and 0.003. The chain thus serves to set and understand the numerical parameters; a silicon surface needs a sum over in-plane wavevectors, with the full force constants of the actual surface, whose atoms are rearranged from their bulk positions.
